# Static Screening of a Charge in a Degenerate Electron Gas: a numerical check

```python
"""
Result under test: a degenerate 3D electron gas screens a weak static charge
with length lam, 1/lam^2 = s^2 = 4 pi e^2 g(EF) / kappa (Gaussian units).
g(EF): density of states at the Fermi energy, both spins, per volume
kappa: background dielectric constant; kF: Fermi wavevector
F(x): static response divided by its q -> 0 value, x = q/(2 kF)
W(r): screened potential divided by the unscreened one, Ze/(kappa r)
Model tests use hbar = m = kF = 1; the example uses nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def response_shape(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


def shape_from_displaced_spheres(q):
    """Occupation difference of two Fermi spheres shifted by +-q/2."""
    def integrand(kz):
        area = np.pi * (max(1 - (kz - q / 2)**2, 0.0)
                        - max(1 - (kz + q / 2)**2, 0.0))
        return area / (kz * q)
    lower, upper = abs(1 - q / 2), 1 + q / 2
    total = quad(integrand, lower, upper, epsabs=1e-13, epsrel=1e-12)[0]
    if q < 2:
        total += quad(integrand, 0, lower, epsabs=1e-13, epsrel=1e-12)[0]
    return total / (2 * np.pi)


def shape_from_diagonalization(q, strength=0.005, points=2000):
    """Density wave of a gas in the potential strength*cos(q z)."""
    k = ((np.arange(points) + 0.5) / points - 0.5) * q
    reach = int(np.ceil(2.5 / q)) + 2
    waves = np.arange(-reach, reach + 1)
    size = len(waves)
    ham = np.zeros((points, size, size))
    i = np.arange(size)
    ham[:, i, i] = 0.5 * (k[:, None] + waves * q)**2
    ham[:, i[1:], i[:-1]] = strength / 2
    ham[:, i[:-1], i[1:]] = strength / 2
    energy, coeff = np.linalg.eigh(ham)
    # Motion across z is free: its 2D density of states is 1/pi.
    filling = np.clip(0.5 - energy, 0, None) / np.pi
    harmonic = np.sum(coeff[:, 1:, :] * coeff[:, :-1, :], axis=1)
    amplitude = 2 * np.sum(filling * harmonic) * q / points / (2 * np.pi)
    return amplitude / (-strength / np.pi**2)


# --- linear response from two independent definitions ---
diag_rows = []
for q in (0.3, 1.2, 2.4):
    formula = response_shape(q / 2)
    diagonal = shape_from_diagonalization(q)
    assert abs(shape_from_displaced_spheres(q) - formula) < 1e-8
    assert abs(diagonal / formula - 1) < 3e-3
    diag_rows.append((q, diagonal, formula))
x_small = 0.02
curvature = (1 - shape_from_displaced_spheres(2 * x_small)) / x_small**2
assert abs(curvature - 1 / 3) < 1e-3

# --- nonparabolic band E(1+E) = k^2/2: long-wave response is g(EF) ---


def band(k):
    return (np.sqrt(1 + 2 * k**2) - 1) / 2


kane_fermi = band(1.0)
kane_kt = 0.02 * kane_fermi
step = 1e-5
kane_slope = (band(1 + step) - band(1 - step)) / (2 * step)
kane_dos = 1 / (np.pi**2 * kane_slope)
kane_q = 0.05
node_k, weight_k = np.polynomial.legendre.leggauss(600)
node_c, weight_c = np.polynomial.legendre.leggauss(60)
k = (node_k + 1)[:, None]
cosine = node_c[None, :]
e_plus = band(np.sqrt(k**2 + k * kane_q * cosine + kane_q**2 / 4))
e_minus = band(np.sqrt(k**2 - k * kane_q * cosine + kane_q**2 / 4))
f_plus = expit((kane_fermi - e_plus) / kane_kt)
f_minus = expit((kane_fermi - e_minus) / kane_kt)
quotient = k**2 * (f_plus - f_minus) / (e_plus - e_minus)
kane_response = -(weight_k @ quotient @ weight_c) / (2 * np.pi**2)
kane_wrong = 3 * (1 / (3 * np.pi**2)) / (2 * kane_fermi)
assert abs(kane_response / kane_dos - 1) < 3e-3
assert abs(kane_response / kane_wrong - 1) > 0.1

# --- state count in a periodic box, radius in units of 2 pi / L ---
radius = 40.3
grid = np.arange(-41, 42)
square = (grid[:, None, None]**2 + grid[None, :, None]**2
          + grid[None, None, :]**2)
box_count = 2 * np.count_nonzero(square <= radius**2)
box_formula = (2 * np.pi * radius)**3 / (3 * np.pi**2)
assert abs(box_count / box_formula - 1) < 3e-3

# --- worked example ---
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
hbar2_over_me = const.hbar**2 / (const.m_e * const.e) * 1e18
kappa = 10.0
mass = 0.3
density = 0.1  # nm^-3


def gas(n, m_ratio):
    kf = (3 * np.pi**2 * n)**(1 / 3)
    h2m = hbar2_over_me / m_ratio
    ef = h2m * kf**2 / 2
    dos = kf / (np.pi**2 * h2m)
    s = np.sqrt(4 * np.pi * e2 * dos / kappa)
    return kf, ef, dos, s, 1 / s


def length_from_counted_states(n, m_ratio):
    h2m = hbar2_over_me / m_ratio

    def states_below(energy):
        return (2 * energy / h2m)**1.5 / (3 * np.pi**2)
    ef = brentq(lambda energy: states_below(energy) - n, 1e-6, 50,
                xtol=1e-14)
    de = 1e-4 * ef
    dos = (states_below(ef + de) - states_below(ef - de)) / (2 * de)
    return np.sqrt(kappa / (4 * np.pi * e2 * dos))


cases = [(0.01, 0.3), (0.1, 0.3), (1.0, 0.3), (0.1, 0.6)]
for n_case, m_case in cases:
    kf_case = (3 * np.pi**2 * n_case)**(1 / 3)
    bohr_case = kappa * hbar2_over_me / (m_case * e2)
    closed = np.sqrt(np.pi * bohr_case / (4 * kf_case))
    assert abs(length_from_counted_states(n_case, m_case) / closed - 1) < 1e-6
    assert abs(gas(n_case, m_case)[4] / closed - 1) < 1e-10
base_length = length_from_counted_states(density, mass)
dense_length = length_from_counted_states(64 * density, mass)
heavy_length = length_from_counted_states(density, 2 * mass)
assert abs(base_length / dense_length - 2) < 1e-5
assert abs(base_length / heavy_length - np.sqrt(2)) < 1e-5

kf, ef, dos, s, lam = gas(density, mass)
bohr = kappa * hbar2_over_me / (mass * e2)

# --- Fourier inversion and screening charge ---
for r in (0.5, 1.0, 3.0):
    inverse = 2 / np.pi * quad(lambda q: q / (q**2 + 1), 0, np.inf,
                               weight='sin', wvar=r)[0]
    assert abs(inverse - np.exp(-r)) < 1e-6


def screening_electrons(r_max):
    def shell(r):
        return 4 * np.pi * r * dos * e2 / kappa * np.exp(-r / lam)
    return quad(shell, 0, r_max)[0]


electrons_total = screening_electrons(40 * lam)
electrons_inside = screening_electrons(lam)
assert abs(electrons_total - 1) < 1e-7
assert abs(electrons_inside - (1 - 2 / np.e)) < 1e-7

# --- potential with the full F(x), lengths in 1/kF ---
near = 2.0**-np.arange(0, 31)
edges = np.concatenate(([0, 0.05, 0.1, 0.2, 0.4], 2 - near, [2],
                        2 + near[::-1], np.linspace(3, 80, 155)[1:]))
node, weight = np.polynomial.legendre.leggauss(40)
half = np.diff(edges) / 2
middle = (edges[1:] + edges[:-1]) / 2
q_grid = (middle[:, None] + half[:, None] * node).ravel()
q_weight = (half[:, None] * weight).ravel()
shape_grid = response_shape(q_grid / 2)


def full_factor(s_kf, r_kf):
    change = (q_grid / (q_grid**2 + s_kf**2 * shape_grid)
              - q_grid / (q_grid**2 + s_kf**2))
    correction = np.sum(q_weight * change * np.sin(q_grid * r_kf))
    return np.exp(-s_kf * r_kf) + 2 / np.pi * correction


s_kf = s / kf
factor_rows = [(j, np.exp(-j), full_factor(s_kf, j / s_kf))
               for j in (1, 2, 3)]
assert abs(factor_rows[0][2] / factor_rows[0][1] - 1) < 0.1
weak_ratio = full_factor(0.1, 10.0) / np.exp(-1)
assert abs(weak_ratio - 1) < 3e-3

far = np.linspace(12 / s_kf, 20 / s_kf, 400)
tail = np.array([full_factor(s_kf, r) for r in far])
flip = np.where(tail[1:] * tail[:-1] < 0)[0]
assert len(flip) >= 4
zeros = far[flip] - tail[flip] * (far[1] - far[0]) / (
    tail[flip + 1] - tail[flip])
wave = 2 * (zeros[-1] - zeros[0]) / (len(zeros) - 1)
assert abs(wave / np.pi - 1) < 0.03

# --- finite temperature at fixed density, energies in EF ---


def thermal_dos(t):
    """Returns mu/EF and (dn/dmu)/g(EF) at t = kT/EF."""
    top = np.sqrt(1 + 45 * t)

    def excess(mu):
        number = quad(lambda u: 2 * u**2 * expit((mu - u**2) / t),
                      0, top, points=[1.0], epsabs=1e-12, limit=200)[0]
        return number - 2 / 3
    mu = brentq(excess, 0.5, 1.2, xtol=1e-12)

    def slope(u):
        f = expit((mu - u**2) / t)
        return 2 * u**2 * f * (1 - f) / t
    value = quad(slope, 0, top, points=[1.0], epsabs=1e-12, limit=200)[0]
    return mu, value


cold = thermal_dos(0.05)[1]
assert abs(cold - (1 - np.pi**2 / 12 * 0.05**2)) < 1e-4
kt = const.k * 300 / const.e
mu_room, dos_room = thermal_dos(kt / ef)
lam_room = lam / np.sqrt(dos_room)

# --- energies near the charge ---


def screened_energy(r):
    return e2 / (kappa * r) * np.exp(-r / lam)


r_strong = brentq(lambda r: screened_energy(r) - ef, 1e-3, 10)

print("Response F: q/kF, diagonalization, formula")
for row in diag_rows:
    print(f"  {row[0]:.1f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"(1-F)/x^2 at x = {x_small}: {curvature:.5f}")
print("Nonparabolic band, hbar = m = kF = 1:")
print(f"  response integral at q = {kane_q}: {kane_response:.5f}")
print(f"  g(EF): {kane_dos:.5f}")
print(f"  3n/(2EF): {kane_wrong:.5f}")
print(f"Box states, counted / formula: {box_count / box_formula:.5f}")
print(f"Mass: {mass} electron masses; kappa: {kappa}")
print(f"Density: {density} nm^-3 = {density * 1e21:.1e} cm^-3")
print(f"e^2: {e2:.5f} eV nm")
print(f"hbar^2/m_electron: {hbar2_over_me:.6f} eV nm^2")
print(f"Effective Bohr radius a: {bohr:.4f} nm")
print(f"kF: {kf:.4f} nm^-1")
print(f"EF: {ef:.4f} eV")
print(f"g(EF): {dos:.4f} eV^-1 nm^-3")
print(f"s^2: {s**2:.4f} nm^-2")
print(f"s: {s:.4f} nm^-1")
print(f"lam: {lam:.4f} nm = {lam * 1e-7:.4e} cm")
print(f"s/(2kF): {s / (2 * kf):.4f}")
print(f"F at q = s: {response_shape(s / (2 * kf)):.4f}")
print(f"Unscreened energy at lam: {e2 / (kappa * lam):.4f} eV")
print(f"Screened energy at lam: {screened_energy(lam):.4f} eV")
print(f"Screened energy at lam / EF: {screened_energy(lam) / ef:.4f}")
print(f"Radius where screened energy = EF: {r_strong:.4f} nm")
print(f"Screening electrons, total: {electrons_total:.5f}")
print(f"Screening electrons within lam: {electrons_inside:.5f}")
print("Factor W: r/lam, Yukawa, full F")
for row in factor_rows:
    print(f"  {row[0]}  {row[1]:.5f}  {row[2]:.5f}")
print(f"Full/Yukawa at r = lam for s/(2kF) = 0.05: {weak_ratio:.5f}")
print(f"Tail wavelength from zeros: {wave / kf:.4f} nm")
print(f"pi/kF: {np.pi / kf:.4f} nm")
print(f"kT at 300 K: {kt:.5f} eV; kT/EF: {kt / ef:.4f}")
print(f"mu/EF at 300 K: {mu_room:.5f}")
print(f"(dn/dmu)/g(EF) at 300 K: {dos_room:.5f}")
print(f"lam at 300 K: {lam_room:.4f} nm")
print("n (cm^-3), mass ratio, EF (eV), lam (nm), s/(2kF)")
for n_case, m_case in cases:
    c = gas(n_case, m_case)
    print(f"  {n_case * 1e21:.0e}  {m_case}  {c[1]:.4f}  {c[4]:.4f}"
          f"  {c[3] / (2 * c[0]):.4f}")
print("all assertions hold")
```

It prints:

```
Response F: q/kF, diagonalization, formula
  0.3  0.99246  0.99247
  1.2  0.86967  0.86968
  2.4  0.28020  0.28019
(1-F)/x^2 at x = 0.02: 0.33336
Nonparabolic band, hbar = m = kF = 1:
  response integral at q = 0.05: 0.17552
  g(EF): 0.17549
  3n/(2EF): 0.13841
Box states, counted / formula: 0.99933
Mass: 0.3 electron masses; kappa: 10.0
Density: 0.1 nm^-3 = 1.0e+20 cm^-3
e^2: 1.43996 eV nm
hbar^2/m_electron: 0.076200 eV nm^2
Effective Bohr radius a: 1.7639 nm
kF: 1.4360 nm^-1
EF: 0.2619 eV
g(EF): 0.5728 eV^-1 nm^-3
s^2: 1.0365 nm^-2
s: 1.0181 nm^-1
lam: 0.9822 nm = 9.8223e-08 cm
s/(2kF): 0.3545
F at q = s: 0.9570
Unscreened energy at lam: 0.1466 eV
Screened energy at lam: 0.0539 eV
Screened energy at lam / EF: 0.2059
Radius where screened energy = EF: 0.3753 nm
Screening electrons, total: 1.00000
Screening electrons within lam: 0.26424
Factor W: r/lam, Yukawa, full F
  1  0.36788  0.37553
  2  0.13534  0.13531
  3  0.04979  0.04871
Full/Yukawa at r = lam for s/(2kF) = 0.05: 1.00043
Tail wavelength from zeros: 2.1842 nm
pi/kF: 2.1878 nm
kT at 300 K: 0.02585 eV; kT/EF: 0.0987
mu/EF at 300 K: 0.99186
(dn/dmu)/g(EF) at 300 K: 0.99165
lam at 300 K: 0.9864 nm
n (cm^-3), mass ratio, EF (eV), lam (nm), s/(2kF)
  1e+19  0.3  0.0564  1.4417  0.5203
  1e+20  0.3  0.2619  0.9822  0.3545
  1e+21  0.3  1.2155  0.6692  0.2415
  1e+20  0.6  0.1309  0.6945  0.5013
all assertions hold
```
